# How many flickers precede escape from a pair of sites

## Problem

An adsorbed atom sits on one of two neighbouring, equivalent sites, A and B. From either site it hops to the other at the rate $k_f=10^9\ \mathrm{s^{-1}}$, and from either site it leaves the pair for good at the rate $k_e=10^3\ \mathrm{s^{-1}}$. Show that about one million flickers precede escape, and find how far the count for a single atom can be expected to lie from that figure.

A flicker is one hop in one direction, so a round trip A to B to A counts as two. The rates are constant and the events are memoryless: in a short time $dt$ the atom hops with probability $k_f\,dt$ and escapes with probability $k_e\,dt$, whatever it did before. The number of flickers before escape is called $N$, the escape time $T$, and the ratio of the rates $m=k_f/k_e$.

## A tempting solution

The escape rate is $10^3$ per second, so the atom stays on the pair for $1/k_e=1$ ms. During that time it flickers

$$
k_f\times\frac{1}{k_e}=10^9\ \mathrm{s^{-1}}\times10^{-3}\ \mathrm{s}=10^6
$$

times. The hops are independent random events at a constant rate, so their number in a given time follows a Poisson law, whose standard deviation is the square root of its mean, here $\sqrt{10^6}=10^3$. Each atom therefore flickers $1\,000\,000\pm1\,000$ times, and the figure of one million is good to 0.1 percent.

## Where it fails

The Poisson law is correct for a *given* time. The fault is in the first sentence: 1 ms is the mean of the escape time, and the argument uses it as if every atom stayed that long. Escape is itself a random event. With a constant escape rate, the probability of escaping within the first 0.1 ms is $1-e^{-0.1}\approx0.095$, and an atom that does so has had time for only about $10^5$ flickers or fewer. According to the tempting solution, such a count lies 900 standard deviations below the mean, yet nearly one atom in ten produces it.

The mean of one million survives this objection, as shown below. The error bar does not.

## Solution

**The next event.** Let $s(t)$ be the probability that the atom has neither hopped nor escaped by the time $t$ after its arrival on a site. Either event ends the wait, so

$$
\frac{ds}{dt}=-(k_f+k_e)\,s,\qquad s(0)=1,\qquad s(t)=e^{-(k_f+k_e)t}.
$$

The event that ends the wait is an escape between $t$ and $t+dt$ with probability $s(t)\,k_e\,dt$. Integration over all $t$ gives the probability that the next event is an escape,

$$
p=\int_0^\infty k_e\,e^{-(k_f+k_e)t}\,dt=\frac{k_e}{k_f+k_e},
$$

and the probability that it is a flicker,

$$
q=1-p=\frac{k_f}{k_f+k_e}.
$$

Both are the same on A and on B, because the two sites have the same rates. Here $p\approx1.0\times10^{-6}$.

**The distribution.** For $N=n$ the atom must flicker $n$ times in succession and then escape. The events are independent, so the probabilities multiply:

$$
P(N=n)=p\,q^n,\qquad n=0,1,2,\dots
$$

This is a geometric distribution. The condition $N\ge n$ means that the first $n$ events are all flickers, so $P(N\ge n)=q^n$.

**The mean.** The integer $N$ equals the number of integers $n\ge1$ that satisfy $n\le N$. Averaging this count gives

$$
\langle N\rangle=\sum_{n=1}^{\infty}P(N\ge n)=\sum_{n=1}^{\infty}q^n=\frac{q}{1-q}=\frac{q}{p}=\frac{k_f}{k_e}=m .
$$

With the given rates $\langle N\rangle=10^9/10^3=10^6$. This is the required million. No approximation has been made within the model; in particular, $k_f\gg k_e$ was not used.

**The spread.** The second moment follows from differentiating the geometric series $\sum_n q^n=1/(1-q)$ twice with respect to $q$:

$$
\sum_{n=0}^{\infty}n(n-1)\,q^{n-2}=\frac{2}{(1-q)^3}.
$$

Multiplication by $p\,q^2$ turns the left side into the average of $N(N-1)$. With $1-q=p$,

$$
\langle N(N-1)\rangle=\frac{2pq^2}{p^3}=\frac{2q^2}{p^2}=2m^2 .
$$

Hence $\langle N^2\rangle=2m^2+m$, and

$$
\operatorname{Var}N=\langle N^2\rangle-\langle N\rangle^2=2m^2+m-m^2=m^2+m .
$$

The standard deviation is $\sqrt{m(m+1)}\approx10^6$, as large as the mean and a thousand times larger than the tempting solution claims.

**What a single atom does.** Since $q=1/(1+1/m)$, we have $\ln q=-\ln(1+1/m)\approx-1/m$ for large $m$, and therefore

$$
P(N\ge n)=q^n\approx e^{-n/m}.
$$

The median is the smallest $n$ for which $P(N\le n)=1-q^{n+1}$ reaches one half. To leading order in $1/m$ this is $m\ln2$, and the explicit sum gives 693 147. Other probabilities follow in the same way:

- A count below one million has probability $1-e^{-1}\approx0.632$.
- A count within ten percent of one million has probability $e^{-0.9}-e^{-1.1}\approx0.4066-0.3329=0.0737$.
- A count below one hundred thousand has probability $1-e^{-0.1}\approx0.095$.

The most probable single value is $n=0$, because $p\,q^n$ falls with every increase of $n$. This does not mean that immediate escape is likely: its probability is $p$, one in a million. The distribution is so flat that no single value carries appreciable weight.

"About one million" is thus a statement about the mean over many atoms, and about the order of magnitude for one atom. It is not a prediction of the count for one atom to ten percent, which fails in about 93 cases out of 100.

## The tempting route, repaired

The argument through time can be completed by letting $T$ vary. Let $P_n(t)$ be the probability that at time $t$ the atom is still on the pair and has flickered $n$ times. It enters this state by a hop from $n-1$ and leaves it by a hop or an escape:

$$
\frac{dP_n}{dt}=k_f P_{n-1}-(k_f+k_e)P_n ,\qquad P_n(0)=\delta_{n0},\qquad P_{-1}=0 .
$$

The solution is

$$
P_n(t)=e^{-k_e t}\;e^{-k_f t}\,\frac{(k_f t)^n}{n!}.
$$

Indeed, differentiating the exponentials gives $-(k_f+k_e)P_n$, and differentiating the power gives $k_f(k_ft)^{n-1}/(n-1)!$ in place of $(k_ft)^n/n!$, which is the term $k_fP_{n-1}$. The initial condition also holds.

Summing over $n$ gives the probability of still being on the pair, $S(t)=e^{-k_et}$. The escape time is therefore exponentially distributed with

$$
\langle T\rangle=\frac1{k_e},\qquad \langle T^2\rangle=\frac{2}{k_e^2}.
$$

The flickering does not change this law, since the atom faces the same escape rate wherever it is. Nor do two exits double the rate, since the atom occupies one site at a time.

The escape rate does not depend on $n$ either. Among atoms that escape at time $t$, $N$ is therefore distributed as $P_n(t)/S(t)$, a Poisson law with mean $k_ft$. For that law $\langle N^2\rangle_t=k_ft+(k_ft)^2$. Averaging over the escape time gives

$$
\langle N\rangle=k_f\langle T\rangle=m,\qquad
\langle N^2\rangle=k_f\langle T\rangle+k_f^2\langle T^2\rangle=m+2m^2,
$$

$$
\operatorname{Var}N=\underbrace{m}_{\text{hops at given }T}+\underbrace{m^2}_{\text{spread of }T}.
$$

This agrees with the first derivation and shows what was lost. The tempting solution kept the term $m$, whose square root is $10^3$, and dropped the term $m^2$, whose square root is $10^6$. The mean came out right because the average count is linear in $T$, so that replacing $T$ by its mean does no harm there.

## A simulated sample

The numerical output includes a direct kinetic Monte Carlo simulation at the full rates, in which a hop clock and an escape clock are drawn at every step and the earlier one decides. In 200 escapes the counts ranged from 9 399 to 6 069 192, with a standard deviation of $1.21\times10^6$. The sample median, $7.4\times10^5$, lies well below the sample mean, as it should for this skewed distribution.

The sample mean is $1.164\times10^6$. Its expected standard error is $10^6/\sqrt{200}\approx7.1\times10^4$, so it lies 2.3 standard errors above $m$. This is a rather large fluctuation, though within the four standard errors allowed in the test. Its origin can be read from the escape times, whose sample mean is 1.164 ms instead of 1 ms. The ratio of the two means is

$$
\frac{1.164\times10^6}{1.164\times10^{-3}\ \mathrm{s}}=1.00\times10^9\ \mathrm{s^{-1}},
$$

which is the prescribed flicker rate. The atoms in this sample flickered at the right rate and happened to stay longer than average.

The Poisson law at given $T$ can be seen in the same sample. The deviation $N-k_fT$, divided by its expected size $\sqrt{k_fT}$, has a root mean square of 1.05, where 1 is expected. Once the escape time of an atom is known, its count is known closely; it is the escape time that cannot be foreseen.

## When the two sites differ

The result $k_f/k_e$ rests on equal hop rates and equal escape rates; here the first condition is dropped. Let the atom start on A, with hop rate $a$ from A to B and $b$ from B to A, and keep the escape rate $k_e$ on both. Write $N_A$ and $N_B$ for the mean numbers of flickers still to come when the atom is on A or on B. The next event is a flicker with probability $\alpha=a/(a+k_e)$ on A and $\beta=b/(b+k_e)$ on B. A flicker adds one to the count and moves the atom to the other site, so

$$
N_A=\alpha(1+N_B),\qquad N_B=\beta(1+N_A).
$$

Inserting the second equation into the first gives $N_A=\alpha(1+\beta)+\alpha\beta N_A$, and hence

$$
N_A=\frac{\alpha(1+\beta)}{1-\alpha\beta}.
$$

The two factors that contain $\beta$ are

$$
1+\beta=\frac{2b+k_e}{b+k_e},\qquad
1-\alpha\beta=\frac{(a+k_e)(b+k_e)-ab}{(a+k_e)(b+k_e)}=\frac{k_e(a+b+k_e)}{(a+k_e)(b+k_e)} .
$$

The factors $(a+k_e)$ and $(b+k_e)$ cancel, which leaves

$$
N_A=\frac{a\,(2b+k_e)}{k_e\,(a+b+k_e)} .
$$

For $a=b=k_f$ the factor $2k_f+k_e$ cancels and $k_f/k_e$ returns. When escape is much slower than both hops,

$$
N_A\approx\frac{2ab}{(a+b)\,k_e}.
$$

Take $a=10^9\ \mathrm{s^{-1}}$ and $b=10^7\ \mathrm{s^{-1}}$. The slow-escape formula gives

$$
\frac{2\times10^9\times10^7}{1.01\times10^9\times10^3}\approx19\,802,
$$

and the full expression gives 19 803. The mean stay is still 1 ms, but the atom now spends most of it on B, waiting for the slow hop. One round trip takes on average $1/a+1/b=1\ \mathrm{ns}+100\ \mathrm{ns}=101$ ns and contains two flickers, which accounts for the count. A fast hop in one direction alone does not produce a million flickers.

With unequal hop rates the probability that the next event is an escape depends on where the atom is, so $N$ no longer follows the geometric law, while $T$ remains exponential because the escape rate is the same on both sites. If the *escape* rates differ as well, $k_A$ on A and $k_B$ on B, the law of $T$ is no longer exactly exponential: the two coupled equations for the site probabilities make the survival probability a sum of two exponentials. When the hops are much faster than escape, the fast exponential has a weight only of the order of the escape rates divided by $a+b$. $T$ is then very nearly exponential with the rate $(b\,k_A+a\,k_B)/(a+b)$, the escape rates weighted by the share of time spent on each site. The departure becomes large when hop and escape rates are comparable.

## What this means for kinetic Monte Carlo

A simulation that executes every event needs $\langle N\rangle+1=1\,000\,001$ steps per escape on average, the last being the escape itself. The 200 escapes above took $2.3\times10^8$ steps. For equivalent sites the flickers can be skipped without approximation, provided that the exit site is drawn from the correct law.

Let $P_A$ and $P_B$ be the probabilities of being on A and on B, with a start on A:

$$
\frac{dP_A}{dt}=-(k_f+k_e)P_A+k_fP_B,\qquad
\frac{dP_B}{dt}=k_fP_A-(k_f+k_e)P_B .
$$

The sum obeys $d(P_A+P_B)/dt=-k_e(P_A+P_B)$, and the difference obeys $d(P_A-P_B)/dt=-(2k_f+k_e)(P_A-P_B)$. Both start at 1, so

$$
P_A+P_B=e^{-k_et},\qquad P_A-P_B=e^{-(2k_f+k_e)t}.
$$

Half the sum of these two expressions is $P_A$. Division by $P_A+P_B$ gives the probability that an atom still on the pair at time $t$ is on its starting site:

$$
\frac{P_A}{P_A+P_B}=\frac{1+e^{-2k_ft}}{2}.
$$

Because the escape rates are equal, this is also the probability that an escape at time $t$ starts from A. The whole sequence of flickers is thus replaced by two draws: $T$ from the exponential law with rate $k_e$, then the exit site from this formula with $t=T$.

The starting site is forgotten within about $1/(2k_f)=0.5$ ns, while the mean stay is 1 ms. Averaged over $T$, the probability of leaving from the starting site is

$$
k_e\int_0^\infty P_A\,dt=\frac12\left(1+\frac{k_e}{2k_f+k_e}\right),
$$

which exceeds one half by $2.5\times10^{-7}$.

The shortcut requires the rates to stay constant until $T$. If another event, such as the arrival of a neighbouring atom, changes them at an earlier time $t$, the drawn escape is discarded, the present site is drawn from the same formula at that $t$, and the simulation continues with the new rates. This is permitted because the events are memoryless, provided that the rate of the interrupting event does not depend on which of the two sites the atom occupies. If it does, the time of the interruption carries information about the site, and the formula no longer gives the right probability.

## Computed results

```
Flicker rate k_f: 1.0e+09 1/s
Escape rate k_e: 1.0e+03 1/s
Escape probability per event p: 9.999990e-07
Mean flickers (residence times): 1000000.0
Mean flickers (k_f/k_e): 1000000.0
Mean Monte Carlo steps per escape: 1000001.0
Standard deviation of N: 1000000.5
Median of N: 693147
P(900000 <= N <= 1100000): 0.0737
P(N < 1000000): 0.6321
P(N < 100000): 0.0952
P(N = 0), the largest single value: 9.999990e-07
Mean escape time: 1.0000 ms
Site memory time 1/(2 k_f): 0.50 ns
P(exit from starting site) - 1/2: 2.500e-07
Unequal case, hop rate out of start: 1.0e+09 1/s
Unequal case, hop rate back: 1.0e+07 1/s
Unequal case, mean flickers: 19803.0
Unequal case, slow-escape formula: 19802.0
Simulated escapes: 200
Simulated steps in these escapes: 2.3285e+08
Simulated mean of N: 1.1642e+06
Standard error expected for it: 7.1e+04
Simulated standard deviation of N: 1.2062e+06
Simulated median of N: 7.4389e+05
Smallest simulated N: 9399
Largest simulated N: 6069192
Simulated mean escape time: 1.1643 ms
RMS of (N - k_f T)/sqrt(k_f T): 1.051
```
